# Mean excitation energy of hydrogen from a finite Laguerre pseudospectrum: a program that tests the result

```python
# Mean excitation energy I of hydrogen 1s: ln I = L(0)/S(0).
# S(k) = sum f w^k, L(0) = sum f ln w; w = excitation energy (hartree),
# f = oscillator strength. N Laguerre p functions with the 1s exponent
# give a Gauss rule in x = 1/w. Claims tested: S(0)...S(-(2N-1)) exact,
# L(0) error ~ G/(N+2)^5, S(2) error ~ 24/(5N), I near 15 eV.
import numpy as np
import mpmath as mp
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, solveh_banded
from scipy.special import eval_genlaguerre, roots_laguerre
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 30
EV = physical_constants["Hartree energy in eV"][0]


def jacobi_entries(size):
    n = np.arange(2, size + 2, dtype=float)
    return n / (n - 1), -0.5 * np.sqrt((n[:-1] + 2) / n[:-1])


def gauss_spectrum(size):
    diag, off = jacobi_entries(size)
    if size == 1:
        return 1 / diag, np.ones(1)
    x, vec = eigh_tridiagonal(diag, off)
    return 1 / x[::-1], vec[0, ::-1] ** 2


def S(spectrum, k):
    w, f = spectrum
    return float(np.sum(f * w**k))


def L0(spectrum):
    w, f = spectrum
    return float(np.sum(f * np.log(w)))


def quadrature_spectrum(size, lam):
    """Pseudospectrum from integrals over explicit basis functions."""
    y, weight = roots_laguerre(size + 6)

    def polynomial_part(r):
        return np.array([(2 * lam)**2 / np.sqrt((i + 1)*(i + 2)*(i + 3))
                         * r**2 * eval_genlaguerre(i, 3, 2 * lam * r)
                         for i in range(size)])

    r = y / (2 * lam)
    q = weight / (2 * lam)
    u = polynomial_part(r)
    du = []
    for i in range(size):
        norm = (2 * lam)**2 / np.sqrt((i + 1) * (i + 2) * (i + 3))
        lag = eval_genlaguerre(i, 3, 2 * lam * r)
        dlag = -eval_genlaguerre(i - 1, 4, 2 * lam * r) if i else 0 * r
        du.append(norm * ((2*r - lam*r**2)*lag + 2*lam*r**2*dlag))
    du = np.array(du)
    overlap = (u * q) @ u.T
    ham = 0.5 * (du * q) @ du.T + (u * q * (1 / r**2 - 1 / r)) @ u.T
    rd = y / (lam + 1)
    dipole = polynomial_part(rd) @ (2 * rd**2 * weight / (lam + 1))
    energy, coef = eigh(ham, overlap)
    w = energy + 0.5
    return w, 2 / 3 * w * (coef.T @ dipole)**2


def line_strength(n):
    return (mp.mpf(256) / 3 * n**5 * (n - 1)**(2 * n - 4)
            / (n + 1)**(2 * n + 4))


def density(k):
    """df/dw at photoelectron momentum k."""
    denominator = 1 if k < 0.01 else -mp.expm1(-2 * mp.pi / k)
    return (mp.mpf(256) / 3 * mp.exp(-4 * mp.atan(k) / k)
            / ((1 + k**2)**4 * denominator))


def full_sum(weight):
    lines = mp.nsum(lambda n: line_strength(n)
                    * weight((1 - 1 / n**2) / 2), [2, mp.inf])
    cont = mp.quad(lambda k: k * density(k) * weight((1 + k*k) / 2),
                   [0, 1, 5, mp.inf])
    return lines, cont


# Reference strengths against dipole integrals with wavefunctions
rs = sp.symbols("r", positive=True)
for n in (2, 3, 4):
    radial = sp.integrate(sp.expand(R_nl(1, 0, rs, 1)
                          * R_nl(n, 1, rs, 1) * rs**3), (rs, 0, sp.oo))
    direct = float(sp.Rational(1, 3) * (1 - sp.Rational(1, n*n))
                   * radial**2)
    assert abs(direct - float(line_strength(mp.mpf(n)))) < 1e-12
node, gw = np.polynomial.legendre.leggauss(90)
rad = 22.5 * (node + 1)
for k in (0.6, 1.5):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * float(a))))
                     for a in rad]) * np.sqrt(2 / (np.pi * k))
    radial = np.sum(22.5 * gw * wave * 2 * rad**2 * np.exp(-rad))
    direct = (1 + k*k) / 3 * radial**2
    assert abs(direct / float(density(mp.mpf(k))) - 1) < 1e-7

# Complete-spectrum sums
f_lines, f_cont = full_sum(lambda w: mp.mpf(1))
assert abs(f_lines + f_cont - 1) < 1e-13
exact = {k: float(sum(full_sum(lambda w, k=k: w**k)))
         for k in range(-6, 3)}
for k, value in {-2: 4.5, -1: 2, 0: 1, 1: 2 / 3, 2: 4 / 3}.items():
    assert abs(exact[k] - value) < 1e-9
l_lines, l_cont = full_sum(mp.log)
L_exact = float(l_lines + l_cont)
I_exact = float(np.exp(L_exact))
assert 14.5 < I_exact * EV < 15.5

# Tridiagonal algorithm against explicit integrals
a, b = gauss_spectrum(12), quadrature_spectrum(12, 1.0)
assert np.allclose(a[0], b[0], rtol=1e-8)
assert np.allclose(a[1], b[1], rtol=1e-7, atol=1e-10)

# Gauss exactness, and its failure one moment later
three = gauss_spectrum(3)
for k in range(0, 6):
    assert abs(S(three, -k) / exact[-k] - 1) < 1e-10
moment_gap = exact[-6] - S(three, -6)
assert moment_gap > 1e-4

# Closed forms and monotone lower bound
sizes = (1, 2, 3, 5, 10, 20, 40, 80)
spectra = {N: gauss_spectrum(N) for N in sizes}


def S2_formula(N):
    return (2 * N * (10*N*N + 24*N + 11)
            / (15 * (N + 1) * (N + 2) * (N + 3)))


for N in sizes:
    s1 = 2 / 3 - 4 / ((N + 1) * (N + 2) * (N + 3))
    assert abs(S(spectra[N], 1) - s1) < 1e-10
    assert abs(S(spectra[N], 2) - S2_formula(N)) < 1e-9
L_values = [L0(gauss_spectrum(N)) for N in range(1, 41)]
assert np.all(np.diff(L_values) > 0) and L_values[-1] < L_exact


# Asymptotic resolvent error and the constant G
def R(z):
    e = np.exp(-2 * z)
    return 2 * z**3 * (1 + z) * e / (3 * ((z - 1) + (z + 1) * e))


def resolvent(size, t):
    diag, off = jacobi_entries(size)
    band = np.zeros((2, size))
    band[0, 1:] = off
    band[1] = diag + t
    rhs = np.zeros(size)
    rhs[0] = 1
    return solveh_banded(band, rhs)[0]


for z in (1.0, 2.0):
    N = 300
    t = z**2 / (2 * (N + 2)**2)
    gap = resolvent(4000, t) - resolvent(N, t)
    # finite-N corrections are of relative order 1/N
    assert abs(gap * (N + 2)**3 / (4 * R(z)) - 1) < 0.03
G = 4 * quad(lambda z: z * R(z), 0, 40, limit=200)[0]
err = {N: L_exact - L0(spectra[N]) for N in sizes}
scaled = {N: err[N] * (N + 2)**5 for N in (40, 80)}
G_numeric = (82 * scaled[80] - 42 * scaled[40]) / 40
# extrapolation removes 1/N; the rest is second order in 1/N
assert abs(G_numeric / G - 1) < 0.01
slope_L = np.log(err[40] / err[80]) / np.log(82 / 42)
gap2 = {N: 4 / 3 - S(spectra[N], 2) for N in (40, 80)}
slope_2 = np.log(gap2[40] / gap2[80]) / np.log(82 / 42)
assert abs(slope_L - 5) < 0.2 and abs(slope_2 - 1) < 0.05

# A different exponent: fast but inexact S(-2), still slow S(2)
other = {N: quadrature_spectrum(N, 2.0) for N in (5, 10, 20)}
e5, e20 = (abs(4.5 - S(other[N], -2)) for N in (5, 20))
assert e5 > 1e-9 and e20 < 1e-4 * e5
assert abs(4 / 3 - S(other[20], 2)) > 0.05


def first_size(test):
    N = 1
    while not test(N):
        N += 1
    return N


print(f"Hartree energy = {EV:.6f} eV")
print(f"Complete spectrum: L(0) = {L_exact:.10f} (w in hartree)")
print(f"Complete spectrum: I = {I_exact:.8f} hartree"
      f" = {I_exact * EV:.5f} eV")
print(f"S(0) from lines = {float(f_lines):.6f}, from continuum ="
      f" {float(f_cont):.6f} (dimensionless)")
print(f"L(0) from lines = {float(l_lines):.6f}, from continuum ="
      f" {float(l_cont):.6f}")
print("Exact S(k), atomic units: " + ", ".join(
    f"S({k})={exact[k]:.6f}" for k in (-2, -1, 0, 1, 2)))
print("Pseudospectrum N=3: w (hartree), f (dimensionless)")
for w, f in zip(*three):
    print(f"  {w:.8f}  {f:.8f}")
print(f"N=3: L(0) = {L0(three):.8f}")
print(f"N=3: exact S(-6) minus computed = {moment_gap:.6f} a.u.")
print("N, I (eV), L(0) error, S(-2) (a.u.), S(2) (a.u.)")
for N in sizes:
    s = spectra[N]
    print(f"  {N:2d}  {np.exp(L0(s))*EV:.7f}  {err[N]:.3e}"
          f"  {S(s, -2):.8f}  {S(s, 2):.6f}")
print(f"G from integral = {G:.6f}; from spectra = {G_numeric:.6f}")
print("L(0) error / [G/(N+2)^5]: " + ", ".join(
    f"N={N}: {err[N]*(N+2)**5/G:.4f}" for N in (5, 10, 20, 40, 80)))
print(f"Decay exponents in N+2, N=40 to 80: L(0) {slope_L:.4f},"
      f" S(2) {slope_2:.4f}")
print("Largest w (hartree): " + ", ".join(
    f"N={N}: {spectra[N][0][-1]:.3f}" for N in (10, 20, 40, 80)))
for tol in (0.01, 0.001):
    nI = first_size(lambda N: 1 - np.exp(L0(gauss_spectrum(N))
                                         - L_exact) < tol)
    n2 = first_size(lambda N: 1 - S2_formula(N) * 3 / 4 < tol)
    print(f"Smallest N for relative error below {tol:g}:"
          f" I {nI}, S(2) {n2}")
print("Exponent 2: N, S(0), I (eV), S(-2) error (a.u.), S(2) (a.u.)")
for N, s in other.items():
    print(f"  {N:2d}  {S(s, 0):.8f}  {np.exp(L0(s)/S(s, 0))*EV:.6f}"
          f"  {4.5 - S(s, -2):.2e}  {S(s, 2):.6f}")
print("all tests passed")
```

It prints:

```
Hartree energy = 27.211386 eV
Complete spectrum: L(0) = -0.5961653714 (w in hartree)
Complete spectrum: I = 0.55092017 hartree = 14.99130 eV
S(0) from lines = 0.565004, from continuum = 0.434996 (dimensionless)
L(0) from lines = -0.523566, from continuum = -0.072600
Exact S(k), atomic units: S(-2)=4.500000, S(-1)=2.000000, S(0)=1.000000, S(1)=0.666667, S(2)=1.333333
Pseudospectrum N=3: w (hartree), f (dimensionless)
  0.38109111  0.50667181
  0.61657616  0.36800469
  1.70233274  0.12532350
N=3: L(0) = -0.60008006
N=3: exact S(-6) minus computed = 0.078125 a.u.
N, I (eV), L(0) error, S(-2) (a.u.), S(2) (a.u.)
   1  13.6056931  9.698e-02  4.00000000  0.250000
   2  14.7726132  1.470e-02  4.50000000  0.440000
   3  14.9327298  3.915e-03  4.50000000  0.576667
   5  14.9823684  5.961e-04  4.50000000  0.755952
  10  14.9907955  3.375e-05  4.50000000  0.972028
  20  14.9912793  1.476e-06  4.50000000  1.127047
  40  14.9913006  5.526e-08  4.50000000  1.222375
  80  14.9913014  1.896e-09  4.50000000  1.275679
G from integral = 6.840491; from spectra = 6.829293
L(0) error / [G/(N+2)^5]: N=5: 1.4645, N=10: 1.2276, N=20: 1.1123, N=40: 1.0557, N=80: 1.0277
Decay exponents in N+2, N=40 to 80: L(0) 5.0401, S(2) 0.9785
Largest w (hartree): N=10: 12.194, N=20: 44.036, N=40: 167.157, N=80: 651.137
Smallest N for relative error below 0.01: I 3, S(2) 357
Smallest N for relative error below 0.001: I 5, S(2) 3597
Exponent 2: N, S(0), I (eV), S(-2) error (a.u.), S(2) (a.u.)
   5  1.01309847  15.469046  8.76e-02  3.522652
  10  0.99999632  14.990849  3.85e-05  1.100263
  20  1.00000000  14.991301  4.32e-13  1.227145
all tests passed
```
